Dipolar Fields at Interstitial Muons in Nickel and Iron

**Symmetry fixes the form**

Take a muon at rest in a ferromagnet whose moments μ are equal and parallel, with n moments per unit volume and magnetisation M = nμ (Gaussian units). The field of the moments inside a sphere centred on the muon is linear in M. A dipole field scales as μ/r³, which has the dimension of M, so

B_dip,i = Σ_j T_ij M_j,

T_ij = (1/n) Σ (3x_i x_j − r²δ_ij)/r⁵.

The second sum runs over the atoms at positions x relative to the muon. T is a pure number, fixed by the shape of the lattice and the site, not by the lattice constant. It is symmetric, and its trace vanishes because each atom contributes 3r² − 3r² = 0.

T contains atomic positions but not the direction of M. The magnetisation lowers the symmetry of the magnet, but not that of T. Every rotation or reflection g that maps the atoms around the site onto themselves therefore requires gTgᵀ = T.

Suppose g is a quarter turn about z, (x, y, z) → (−y, x, z). Then:

- T_xx = T_yy;
- T_xy = −T_xy, so T_xy = 0;
- T_xz = −T_yz and T_yz = T_xz, so both vanish.

With zero trace, one constant s remains:

T = diag(−s/2, −s/2, s).

A quarter turn combined with inversion gives the same result, since inversion multiplies x_i x_j by (−1)² = 1. The bcc octahedral site has the first kind of axis and the bcc tetrahedral site the second.

The fcc octahedral site also has threefold axes along the cube diagonals. These permute x, y and z, so all three diagonal elements are equal. Their sum is zero, hence T = 0 and B_dip = 0 for every direction of M.

What matters is the symmetry of the site, not of the crystal. At the midpoint between two neighbouring atoms of the same fcc lattice, T has eigenvalues −10.1, −8.7 and 18.8.

**What does not vanish**

The material outside the sphere can be treated as a continuum. Its inner surface carries magnetic charge density −M cos θ, with θ measured from M. The field of this charge at the centre, along M, is

∫ M cos²θ dΩ = 2πM ∫₋₁¹ u² du = 4πM/3.

This is the Lorentz field, which is present in nickel and iron alike. The sphere radius drops out once it is large, because the angular average of 3x_i x_j/r² − δ_ij is zero and a further spherical shell adds nothing. With no applied field, the muon feels

B = B_demag + 4πM/3 + B_contact + B_dip.

B_demag comes from the outer surface of the sample, and B_contact from the electron spin density at the muon.

This division was tested on a bcc cylinder magnetised along its axis, with radius 10.3a, half-length 50.25a and the muon at a central octahedral site. Each charged end contributes −2πM(1 − cos α), where cos α = 50.25/√(50.25² + 10.3²) = 0.980, so B_demag = −0.256M. The parts add to (10.707 + 4.189 − 0.256)M = 14.640M. The direct sum over the cylinder gives 14.638M.

**Why the neighbours cancel in fcc but not in bcc**

A moment along z gives a field 2μ/r³ at a point on its axis and −μ/r³ at a point in its equatorial plane. The fcc octahedral site has six neighbours at a/2, two on the axis and four in the plane:

(2·2 − 4·1) μ/(a/2)³ = 0.

In bcc the octahedron is squashed. For the site (½, ½, 0)a, two neighbours lie at a/2 along z and four at a/√2 in the plane:

2·2μ/(a/2)³ − 4μ/(a/√2)³ = (32 − 8√2) μ/a³ = 20.69 μ/a³.

All moments together give 21.41 μ/a³, so the six neighbours supply most of the field. Since M = 2μ/a³, s = 21.41/2 = 10.71.

The two cases belong to one family. Stretch the bcc cell along z to height c, keeping the base edge b. The six neighbours then give

(32/c³ − 8√2/b³) μ,

which vanishes when c³ = 2√2 b³, or c = √2 b. At that ratio the lattice is fcc, with its cube turned by 45° about z, and symmetry makes the more distant shells cancel too. The full sum gives s = 10.71, 4.46, 0 and −2.86 at c/b = 1, 1.2, √2 and 1.6.

The bcc tetrahedral site (½, 0, ¼)a has four neighbours at (±½, 0, −¼)a and (0, ±½, ¼)a. All have r² = 5a²/16 and z² = a²/16, so 3z²/r² − 1 = −2/5. With r³ = 5√5 a³/64, the field is

4·(−2/5)·64/(5√5) μ/a³ = −9.16 μ/a³.

More distant atoms reduce this to −6.07 μ/a³, or s = −3.04. Here the nearest shell alone is a poor estimate.

**Why there are two groups in a 1:2 ratio**

A bcc cube contains six octahedral sites: three face centres, with axes normal to the faces, and three edge midpoints, with axes along the edges. Each cube direction is the axis of two sites. The twelve tetrahedral sites likewise divide into four per direction. For M along z,

one third of the sites: B_dip = sM,

two thirds of the sites: B_dip = −sM/2.

The mean is (1/3)s − (2/3)(s/2) = 0.

For a general unit vector m along M, let u be the site axis and c_u = u·m. Since T = (s/2)(3uuᵀ − 1),

B_dip = (sM/2)(3c_u u − m).

Its component along M is (sM/2)(3c_u² − 1). Its squared length contains 9c_u² − 6c_u² + 1, so

|B_dip| = (|s|M/2)√(1 + 3c_u²).

For M along [111], c_u² = 1/3 at every site. The parallel component vanishes, but a transverse field |s|M/√2 remains. All sites then share one field magnitude, √(B_iso² + s²M²/2), where B_iso is the sum of the other fields, taken along M. A single line in this geometry does not imply B_dip = 0.

**How large the fields are**

Rough inputs for iron are a = 0.287 nm and 2.2 Bohr magnetons per atom, giving M = 0.1726 T (10⁴ G written as 1 T). The Lorentz field is 0.723 T. With a rough contact field of −1.1 T, taken equal at both kinds of site, and B_demag neglected, B_iso = −0.377 T.

For M along a cube axis the octahedral fields are

sM = 10.707 × 0.1726 T = 1.848 T (18.48 kG),

−sM/2 = −0.924 T (−9.24 kG).

The precession frequency depends on the magnitude of the total field, f = (γ/2π)|B_iso + B_dip|, with γ/2π = 135.54 MHz/T:

135.54 × |−0.377 + 1.848| = 199.4 MHz (one third),

135.54 × |−0.377 − 0.924| = 176.3 MHz (two thirds).

The fields differ by 2.77 T, yet the lines lie only 23 MHz apart, because the total fields have opposite signs and similar magnitudes. This closeness depends on the rough inputs: a change of 0.1 T in the contact field shifts the difference of the two frequencies by 2 × 135.54 × 0.1 = 27 MHz. The decimals given here and below let the arithmetic be followed and do not show the accuracy of the model.

At tetrahedral sites the dipolar fields are −0.524 T and 0.262 T. The lines are at 122.1 MHz (one third) and 15.6 MHz (two thirds).

For nickel, with a = 0.352 nm and 0.6 Bohr magnetons per atom, the Lorentz field is 0.214 T. The contact field must be added with its own sign, and B_dip at the octahedral site is zero.

**When hopping merges the groups**

A jump to a nearest site of the same kind changes the site axis, with equal chance for the other two. Let ν be the total jump rate and p_j the complex transverse spin polarisation on sites with axis j. In a frame rotating at γB_iso,

dp_j/dt = iδ_j p_j − νp_j + (ν/2)(P − p_j), P = Σp_j.

Here δ_z = Δ, δ_x = δ_y = −Δ/2 and Δ = γsM. Write p_j = P/3 + q_j, with Σq_j = 0. The terms in νP cancel, leaving −(3ν/2)q_j.

For ν ≫ |Δ|, q_j is small and follows P, so iδ_j P/3 ≈ (3ν/2)q_j, or q_j = 2iδ_j P/(9ν). Summing the equations over j, with Σδ_j = 0, gives

dP/dt = iΣδ_j q_j = −(2/(9ν)) Σδ_j² P.

Since Σδ_j² = Δ²(1 + ¼ + ¼) = 3Δ²/2, the damping rate is

λ = Δ²/(3ν).

One line remains at γ|B_iso|/2π = 51.1 MHz. For an assumed ν = 10¹² s⁻¹, octahedral sites have |Δ| = 1.57 × 10⁹ s⁻¹ and λ = 0.83 μs⁻¹. Tetrahedral sites have λ = 0.066 μs⁻¹. For each kind of site, the slowest decay rate of the full three-site equations agrees with this formula within 1% at these settings.

**Real metals and neglected effects**

Muons in iron diffuse rapidly, and near room temperature a single line is seen at roughly 50 MHz. The contact field used here is a rough value consistent with that line, so the agreement is no independent test. The two-group pattern describes a muon that stays put.

The largest correction estimated here is the displacement of nearby atoms. Moving the two nearest atoms outward by 10% lowers the octahedral sM from 1.85 to 1.16 T. Moving the four tetrahedral neighbours outward by 5% changes sM from −0.52 to −0.42 T. These displacements are illustrative, not calculated relaxations. An equal outward shift of nickel's six neighbours leaves T = 0.

Zero-point motion matters through its shape. Between the atoms each element of T is a second derivative of a sum of 1/r terms, apart from a constant, and so obeys Laplace's equation. Its mean over a sphere enclosing no atom equals its central value. An anisotropic spread does change it: assumed rms widths of 0.019 nm along the axis and 0.027 nm across it lower the octahedral sM to 1.55 T.

In nickel with M along a cube axis, a muon held 0.03 nm off centre along M would feel a dipolar field of 0.12 T. Averaged equally over the six displacements of this size along ±x, ±y and ±z, the field vanishes. A defect or strain that removes the cubic site symmetry can therefore produce a dipolar field.

A spin-wave estimate, with energy taken as proportional to the square of the wave number and a rough stiffness of 2.8 meV nm², lowers iron's magnetisation by 1.8% at 300 K, relative to zero temperature. Moment changes caused by the muon and non-spherical spin density are left out.

**What to do in an experiment**

To resolve the groups in iron, the muon must stay at one site long enough for the two precession frequencies to be told apart. Cooling slows thermally activated hopping, but rapid diffusion may persist at low temperature, so cooling alone may not be enough. Slow hopping damps the one-third line at rate ν and the two-thirds line at rate ν/2. When only one component of the spin is recorded, the sense of precession is lost, and the octahedral pair needs ν well below 2π times the line spacing. For the 23 MHz found above that limit is 1.4 × 10⁸ s⁻¹. In the three-site equations the spectrum of such a single component, the real part of P in the laboratory frame, shows two peaks at ν = 5 × 10⁷ s⁻¹ but only one at 10⁸ s⁻¹. The complex P keeps the sense of precession. Its peaks lie at +199 and −176 MHz and merge only near ν = 8 × 10⁸ s⁻¹; measuring it needs a single-domain sample and two detector pairs at right angles. The 23 MHz spacing, and with it the single-component limit, is as uncertain as the contact field makes it.

The signs can be found by adding a field along M in an already saturated sample, where M and B_demag stay fixed. A line with positive total field moves up in frequency, and one with negative total field moves down. With the values above, the octahedral one-third line rises and the two-thirds line falls, while both tetrahedral lines fall at first. The lower-frequency tetrahedral line, which comes from two thirds of the sites, reaches zero after a further field of roughly 0.1 T and then rises. This assumes that the saturating field just cancels B_demag. An error of 0.1 T in the contact field would change the required field by as much.

In saturated nickel, rotate M while correcting for B_demag. A frequency shift following 3c_u² − 1 would point to a site that is no longer cubic, provided the contact field does not itself depend on direction. This form holds for an axial site whose dipolar field is small compared with the sum of the other fields. For a larger one, the component of B_dip across M also changes the frequency.

The numerical output below lists most of the values used here.

Computed values

```
site: group order, free constants, eigenvalues of T (dimensionless)
  fcc octahedral: 48, 0, 0.000 0.000 0.000
  fcc tetrahedral: 24, 0, 0.000 0.000 0.000
  fcc bond midpoint: 8, 2, -10.127 -8.668 18.794
  bcc octahedral: 16, 1, -5.354 -5.354 10.707
  bcc tetrahedral: 8, 1, -3.036 1.518 1.518
bcc octahedral s, direct sphere of radius 10 a: 10.720
bcc octahedral s, direct sphere of radius 30 a: 10.707
bcc octahedral axial field, six neighbours: 20.69 mu/a^3
bcc octahedral axial field, all moments: 21.41 mu/a^3
bcc tetrahedral axial field, four neighbours: -9.16 mu/a^3
bcc tetrahedral axial field, all moments: -6.07 mu/a^3
cylinder sum 14.638, sphere+Lorentz+demag 14.640 (units of M)
tetragonal path c/a = 1.000: s = 10.707
tetragonal path c/a = 1.200: s = 4.456
tetragonal path c/a = 1.414: s = 0.000
tetragonal path c/a = 1.600: s = -2.859
octahedral sites per cube: 2 with s*M, 4 with -s*M/2
tetrahedral sites per cube: 4 with s*M, 8 with -s*M/2
inputs: Fe a=0.287 nm, 2.2 mu_B; Ni a=0.352 nm, 0.6 mu_B
M (Gaussian, 1e4 G written as 1 T): Fe 0.1726 T, Ni 0.0510 T
Lorentz field 4 pi M/3: Fe 0.723 T, Ni 0.214 T
Fe contact field (input) -1.1 T, isotropic sum -0.377 T
muon gamma/2pi: 135.54 MHz/T
Fe octahedral B_dip: 1/3 1.848 T (18.48 kG), 2/3 -0.924 T (-9.24 kG)
  field gap 2.772 T; static lines 199.4 MHz (1/3), 176.3 MHz (2/3)
  M along [111]: transverse dipolar field 1.307 T
  gamma*|s|*M = 1.57e+09 1/s; at nu = 1e+12 1/s damping 0.826 1/us
Fe tetrahedral B_dip: 1/3 -0.524 T (-5.24 kG), 2/3 0.262 T (2.62 kG)
  field gap 0.786 T; static lines 122.1 MHz (1/3), 15.6 MHz (2/3)
  M along [111]: transverse dipolar field 0.371 T
  gamma*|s|*M = 4.46e+08 1/s; at nu = 1e+12 1/s damping 0.066 1/us
fast-hopping line in Fe: 51.1 MHz
Fe octahedral s*M, 2 nearest atoms 10% out: 1.161 T
Fe tetrahedral s*M, 4 nearest atoms 5% out: -0.416 T
muon quanta 0.5 eV axial, 0.25 eV planar: rms 0.0192, 0.0271 nm
Fe octahedral s*M with this spread: 1.550 T
Ni muon 0.03 nm off centre along M: B_dip = 0.1214 T
Fe spin-wave loss of M at 300 K (stiffness 2.8 meV nm^2): 1.8 %
```
